# Direct and indirect relativistic effects on the 5d-6s gap of gold

## Definitions and conventions

Rydberg atomic units are used: $\hbar=1$, $m=1/2$, $e^2=2$. Energies are in Ry and lengths in bohr. The speed of light is $c=2/\alpha_{\rm fs}=274.07$, with $\alpha_{\rm fs}$ the fine-structure constant, and the rest energy $mc^2=c^2/2$ is subtracted from all energies. The strength of relativity is measured by

$$u=\frac{1}{c^2},$$

with $u=0$ the nonrelativistic limit and $u_{\rm p}$ the physical value.

The model is a spherical, spin-unpolarized Dirac-Slater atom, here neutral gold ($Z=79$) in the configuration $5d^{10}6s^1$. An electron moves in the local potential energy

$$V=V_{\rm nuc}+V_{\rm H}[\rho]-3\alpha\left(\frac{3\rho}{\pi}\right)^{1/3},\qquad \alpha=0.7,$$

where $\rho$ is the electron density, $V_{\rm H}$ the Hartree potential energy, and the nucleus a uniformly charged sphere. Correlation, the Breit interaction and QED corrections are left out.

For large and small radial components $P$ and $Q$, the Dirac equation reads

$$c\left(-Q'+\frac{\kappa}{r}Q\right)+VP=\varepsilon P,\qquad c\left(P'+\frac{\kappa}{r}P\right)+(V-c^2)Q=\varepsilon Q .$$

The term $-c^2$ is $-2mc^2$. Setting $X=cQ$ and dividing the second equation by $c$ where needed gives

$$-X'+\frac{\kappa}{r}X=(\varepsilon-V)P,\qquad P'+\frac{\kappa}{r}P=[1+u(\varepsilon-V)]X, \tag{1}$$

with $\int(P^2+uX^2)\,dr=1$. At $u=0$ the second equation gives $X=P'+\kappa P/r$. Inserted in the first, the two terms $\kappa P'/r$ cancel and

$$-P''+\frac{\kappa(\kappa+1)}{r^2}P+VP=\varepsilon P .$$

This is the radial Schrödinger equation. The 6s level has $\kappa=-1$. The levels 5d3/2 and 5d5/2 have $\kappa=2$ and $\kappa=-3$; both give $\kappa(\kappa+1)=6$, so they coincide at $u=0$.

The gap is $\Delta=\varepsilon_{6s}-\varepsilon_{5d5/2}$. It is a difference of orbital energies, not an excitation energy.

## What a scan of c shows

With self-consistency at each value of $c$, the gap closes steadily as relativity is switched on:

| $u/u_{\rm p}$ | $\varepsilon_{6s}$ | $\varepsilon_{5d5/2}$ | $\Delta$ (Ry) |
|---|---|---|---|
| 0 | −0.270 | −0.549 | 0.279 |
| 0.2 | −0.286 | −0.522 | 0.236 |
| 0.5 | −0.317 | −0.483 | 0.166 |
| 1 | −0.388 | −0.419 | 0.031 |

The gap falls from 3.80 eV to 0.43 eV. The 6s level sinks and the 5d5/2 level rises.

The scan does not say why. A change of $c$ alters the kinematics of the orbital being examined, which is the direct effect. It also alters the density of every occupied shell, including the shell being examined, and hence $V$; this is called the indirect effect here. Let $X_q(u,v)$ be a level energy or mean radius obtained with $u$ in the orbital equation (1) and a frozen potential from a self-consistent run at $v$. A global scan supplies the diagonal $X_q(u,u)$. Adding any multiple of $u-v$ to $X_q(u,v)$ leaves that diagonal unchanged, yet moves weight between the two effects. The diagonal therefore cannot determine the split.

Nor do different powers of $c$ help at leading order. When $u$ doubles from $0.1u_{\rm p}$ to $0.2u_{\rm p}$, the direct 6s shift grows by a factor 2.07 and the indirect shift of the 5d average by 1.985. Both start linearly in $1/c^2$.

## Separating the two effects

Two self-consistent potentials, one at $v=0$ and one at $v=u$, are enough. Define

$$\begin{aligned}
\text{direct}&=X_q(u,0)-X_q(0,0),\\
\text{indirect}&=X_q(0,u)-X_q(0,0),\\
\text{interplay}&=X_q(u,u)-X_q(u,0)-X_q(0,u)+X_q(0,0).
\end{aligned}$$

Their sum is the total change $X_q(u,u)-X_q(0,0)$. The interplay measures how far the split depends on the order of switching: if the potential is changed first, the subsequent kinematic step equals direct plus interplay.

For gold at the physical $c$, the energy changes in Ry are:

| Level | direct | indirect | interplay | total |
|---|---|---|---|---|
| 6s | −0.182 | +0.045 | +0.019 | −0.118 |
| 5d3/2 | −0.231 | +0.205 | +0.043 | +0.016 |
| 5d5/2 | −0.093 | +0.205 | +0.018 | +0.130 |
| 5d average | −0.148 | +0.205 | +0.028 | +0.084 |

The average weights 5d3/2 by 0.4 and 5d5/2 by 0.6, their shares of the ten electrons. The indirect shift is the same for both because it is evaluated with the Schrödinger equation. In the indirect 6s shift the screening changes caused by the other electrons nearly cancel. Replacing only the 6s density in the nonrelativistic potential by its relativistic counterpart raises the 6s level by 0.045 Ry, whereas replacing all other densities together raises it by about 0.002 Ry. That small number is a balance: the core s and p densities alone raise 6s by 0.040 Ry, and the d and f densities alone lower it by 0.044 Ry. These two shifts are not strictly additive: their sum is −0.004 Ry, about 0.005 Ry below the joint result. What is left over is the term from the 6s density itself. With one electron in the shell it is a self-interaction, and the local exchange term does not cancel it: changing only the Hartree part gives +0.039 Ry and changing only the exchange part about +0.005 Ry.

In the mean radii the direct terms are again negative and the indirect terms positive, but the interplay is now negative. The 6s radius falls from 3.38 to 2.87 bohr, or 15%: the direct change is −0.63 and the interplay −0.03, partly offset by an indirect +0.15. The average 5d radius grows from 1.580 to 1.624 bohr, about 3%, since the indirect +0.155 outweighs the direct −0.088 and the interplay −0.022. The expansion belongs to 5d5/2, which reaches 1.660 bohr. The 5d3/2 orbital ends at 1.571 bohr, slightly smaller than without relativity.

## Why the direct effect lowers the levels

Keep $V$ fixed. Let $P_0,X_0,\varepsilon_0$ solve (1) at $u=0$ and $P,X,\varepsilon$ solve it at $u$, for the same $\kappa$. Multiply the first equation for $(P,X)$ by $P_0$ and integrate by parts. The boundary term $P_0X$ vanishes at both ends, so

$$\int(\varepsilon-V)P_0P\,dr=\int X\left(P_0'+\frac{\kappa}{r}P_0\right)dr=\int XX_0\,dr .$$

Multiply the first equation for $(P_0,X_0)$ by $P$ and proceed likewise, using the second equation for $P$:

$$\int(\varepsilon_0-V)P_0P\,dr=\int X_0\left(P'+\frac{\kappa}{r}P\right)dr=\int[1+u(\varepsilon-V)]X_0X\,dr .$$

Subtracting the first result from the second gives

$$(\varepsilon_0-\varepsilon)\int P_0P\,dr=u\int(\varepsilon-V)X_0X\,dr .$$

To leading order in $u$, the quantities on the right and in the overlap may be replaced by their values at $u=0$, where $\int P_0^2dr=1$:

$$\varepsilon-\varepsilon_0\simeq-u\int(\varepsilon_0-V)\left(P_0'+\frac{\kappa}{r}P_0\right)^2dr. \tag{2}$$

The integrand is positive wherever $\varepsilon_0>V$. It is negative in the outer tail, but there $|\varepsilon_0-V|$ is at most $|\varepsilon_0|$, whereas inside the core $\varepsilon_0-V$ is far larger. The sign of the integral also depends on how the weight $(P_0'+\kappa P_0/r)^2$ is distributed, so it has to be evaluated. The result is −0.125 Ry for 6s, −0.205 Ry for 5d3/2 and −0.088 Ry for 5d5/2: the direct effect lowers all three levels.

Formula (2) gives −0.125 Ry for 6s, against −0.182 Ry from the full direct calculation. First order supplies only 69% of the shift, so it explains the sign but is a poor substitute for solving (1). For 5d5/2 it does better, with −0.088 against −0.093 Ry.

The direct 6s shift arises deep inside the atom. With full relativistic kinematics for $r<0.092$ bohr and one hundredth of $u_{\rm p}$ outside, 96% of it is recovered. The contraction nevertheless extends to the outer part of the orbital. There the equation is nearly $P''=(V-\varepsilon)P$ with an unchanged $V$. A lower $\varepsilon$ moves the classical turning point inward and makes the tail, roughly $e^{-\sqrt{-\varepsilon}\,r}$, fall faster.

Formula (2) also contains the spin-orbit splitting. The two 5d levels share $P_0$, and

$$\left(P_0'+\frac{2P_0}{r}\right)^2-\left(P_0'-\frac{3P_0}{r}\right)^2=\frac{5(P_0^2)'}{r}-\frac{5P_0^2}{r^2}.$$

Multiply by $\varepsilon_0-V$ and integrate the first term by parts. This produces $5\int P_0^2\,[V'/r+(\varepsilon_0-V)/r^2]\,dr$, whose second part cancels the last term above. Hence, to first order,

$$\varepsilon_{5d5/2}-\varepsilon_{5d3/2}\simeq5u\int\frac{V'}{r}P_0^2\,dr .$$

Since $V$ rises outward from the nucleus, 5d5/2 lies higher. This is why its direct lowering is the smaller of the two.

## Why the indirect effect raises 5d

An electron spread over a thin sphere of radius $s$ contributes $2/\max(r,s)$ to the Hartree potential energy at $r$. When $s$ shrinks, this contribution rises for $r<s$ until $r$ lies outside the sphere, and nowhere does it fall. Contracted shells therefore screen the nucleus more strongly. Exchange lowers $V$ where the density increases and raises it where the density decreases, so its effect on a given level can have either sign, and the net result has to be computed.

Starting from the nonrelativistic density, one group of shells at a time was replaced by its relativistic counterpart, and the nonrelativistic 5d equation was solved in the new potential. The shifts are:

- core s and p shells: +0.278 Ry
- 6s shell: +0.092 Ry
- d and f shells: −0.193 Ry
- non-additive remainder: +0.027 Ry

The remainder is what the three separate shifts leave of the indirect shift of +0.205 Ry. The s and p shells drive the rise, and the changed d and f densities take back a large part of it. That last group includes the 5d shell itself, so the indirect effect contains the response of 5d to its own expansion. Replacing the 5d density alone shifts the level by −0.15 Ry, and replacing all other densities together by +0.33 Ry; these two shifts are again not strictly additive.

## How the gap closes

Subtracting the 5d5/2 row from the 6s row gives, in Ry,

$$\begin{aligned}
\text{direct:}&\quad-0.182-(-0.093)=-0.089,\\
\text{indirect:}&\quad+0.045-0.205=-0.160,\\
\text{interplay:}&\quad+0.019-0.018=+0.001 .
\end{aligned}$$

The total is −0.248 Ry, or −3.37 eV. Measured from 5d5/2, and with the changed 6s and 5d densities themselves counted in the indirect term, about 64% of the narrowing is indirect; measured from the 5d average the share is −0.160 of −0.202 Ry, or 79%. The direct effect lowers 6s strongly, but it lowers 5d5/2 as well, and only the difference counts.

Spin-orbit coupling matters for the final value. Measured from the 5d average, the relativistic gap is $-0.388+0.465=0.077$ Ry; measured from 5d5/2 it is 0.031 Ry.

## From orbital gap to excitation energy

Consider moving $x$ electrons from 5d5/2 to 6s. At fixed occupations the total energy is stationary under changes of the normalized orbitals. Its derivative with respect to an occupation therefore comes from the explicit dependence alone, which is the expectation value of the one-electron Hamiltonian, $\partial E/\partial n_i=\varepsilon_i$. Hence $dE/dx=\Delta(x)$ and

$$E(1)-E(0)=\int_0^1\Delta(x)\,dx\simeq\Delta(1/2),$$

because the term linear in $x-1/2$ integrates to zero.

For $5d^{10}6s^1\to5d^96s^2$, total energies give 0.348 Ry (4.74 eV) without relativity and 0.071 Ry (0.97 eV) with it. The half-transfer gaps agree within 0.001 Ry. The relativistic excitation energy is more than twice the ground-state orbital gap of 0.031 Ry, since $\Delta$ grows as charge is transferred. Relativity lowers the excitation energy by 3.77 eV, somewhat more than it narrows the orbital gap.

## What to do in practice

1. Converge the atom at $u=0$ and at $u_{\rm p}$, and store both potentials.
2. Solve the relativistic orbital equation in the nonrelativistic potential, and the nonrelativistic equation in the relativistic potential, without further iteration.
3. Report direct, indirect and interplay terms together. For 5d3/2 the interplay, 0.043 Ry, exceeds the total shift of 0.016 Ry, so a two-term account would mislead.
4. State whether the gap refers to 5d5/2 or to the 5d average.
5. For an excitation energy, use total-energy differences or the half-transfer gap.

In Dirac-Fock the frozen object would have to include the nonlocal exchange operator built from the stored orbitals. That operator depends on $j$ and involves the small components, so its use in the $u=0$ equation needs a further convention; this case was not examined here. Formula (2) was derived for a local $V$ and does not carry over unchanged.

The small relativistic gap is a difference between two nearly equal levels and should be expected to depend on the treatment of exchange and correlation. The numbers here belong to $\alpha=0.7$. With $\alpha=2/3$ the gap goes from 0.260 Ry without relativity to 0.018 Ry with it, and with $\alpha=1$ from 0.480 to 0.176 Ry. The relativistic gap is thus a property of the model rather than of gold, whereas the indirect share of the narrowing, measured from 5d5/2, changes little (65% and 62%). Correlation was not examined. The numerical check covers the level shifts, formula (2) and the excitation energies.

## Numbers as computed

```
Z = 79, exchange parameter = 0.7
physical c = 274.072 Rydberg units
nuclear radius = 1.319e-04 bohr, box = 30 bohr
Sommerfeld test, largest relative error = 4.9e-12
virial test, relative deviation = 6.7e-05
relativistic 6s, matrix      = -0.387727 Ry
relativistic 6s, integration = -0.387727 Ry
Global scan, u/u_phys: 6s, 5d3/2, 5d5/2, gap 6s-5d5/2 (Ry)
  0.0: -0.2695 -0.5489 -0.5489 0.2793
  0.1: -0.2777 -0.5471 -0.5355 0.2578
  0.2: -0.2864 -0.5454 -0.5222 0.2357
  0.5: -0.3171 -0.5404 -0.4828 0.1657
  1.0: -0.3877 -0.5326 -0.4192 0.0314
Energy (Ry): nonrel, direct, indirect, interplay, rel
  6s       -0.2695 -0.1819 +0.0449 +0.0187 -0.3877
  5d3/2    -0.5489 -0.2312 +0.2048 +0.0426 -0.5326
  5d5/2    -0.5489 -0.0931 +0.2048 +0.0180 -0.4192
  5d mean  -0.5489 -0.1483 +0.2048 +0.0279 -0.4645
Mean radius (bohr): nonrel, direct, indirect, interplay, rel
  6s       3.3809 -0.6269 +0.1471 -0.0287 2.8724
  5d3/2    1.5796 -0.1308 +0.1546 -0.0323 1.5712
  5d5/2    1.5796 -0.0592 +0.1546 -0.0152 1.6599
  5d mean  1.5796 -0.0878 +0.1546 -0.0220 1.6244
Gap change (Ry): direct, indirect, interplay, total
  -0.0888 -0.1598 +0.0007 -0.2479
gap nonrel = 3.800 eV, rel = 0.428 eV
u 0.1 -> 0.2: direct 6s shift grows by 2.069
u 0.1 -> 0.2: indirect 5d shift grows by 1.985
Direct shift at physical c (Ry): first order, full
  6s     -0.1247 -0.1819
  5d3/2  -0.2048 -0.2312
  5d5/2  -0.0882 -0.0931
share of direct 6s shift from r < 0.0923 bohr = 0.964
Indirect 5d mean shift by changed density (Ry)
  core s,p  +0.2783
  6s        +0.0921
  d,f       -0.1928
  non-additive remainder +0.0272, total +0.2048
5d10 6s1 -> 5d9 6s2: energy difference, half-transfer gap
  nonrelativistic: 0.3481 Ry, 0.3476 Ry (4.736 eV)
  relativistic: 0.0712 Ry, 0.0707 Ry (0.968 eV)
```
